# Why lateral repulsion slows the last stage of saturation most

A model surface is exposed to a precursor gas for 0.10 s. If the adsorbed species ignore one another, 99.1 % of the sites are filled at the end of the pulse. If they repel, so that the adsorption barrier climbs by 0.10 eV between the empty and the full surface, the same pulse fills 74.7 %. The time to reach 99 % grows from 0.097 s to 0.765 s, a factor of 7.9. Yet at 473 K a barrier higher by 0.10 eV slows a reaction by a factor of 11.6. Two things need explaining: why a repulsion that is weak at the start costs so much, and why the cost is 7.9 and not 11.6.

## The rate law and its assumptions

Let $x$ be the fraction of sites filled and $y=1-x$ the fraction empty. A molecule that arrives is first held weakly. It then either reacts with an empty site or escapes. Let $R$ be the ratio of its reaction rate to its escape rate. The probability that it reacts is $R/(1+R)$.

Three assumptions fix $R$. The weakly held molecule samples all sites alike, so reaction is reduced by the fraction $1-x$ of sites that are open. The adsorbed layer raises the reaction barrier by $wx$, with $w>0$; this is a mean-field assumption, because every empty site feels the average coverage. The escape rate does not depend on coverage. With $b=w/k_{\rm B}T$,

$$R=r(1-x)e^{-bx},$$

where $r$ is the value on the empty surface.

If $r\ll1$, the reaction probability is $R$ itself, and the initial sticking probability is $s_0=r$. With a flux $F$ of molecules per area and time and $N$ sites per area,

$$\frac{dx}{dt}=k(1-x)e^{-bx},\qquad k=\frac{s_0F}{N}.\tag{1}$$

Adsorption is taken as irreversible, all sites as equivalent, and pressure and temperature as constant. The surface starts empty. Here $k$ is the rate constant per empty site at zero coverage, not Boltzmann's constant, which is written $k_{\rm B}$.

The example uses rough values for trimethylaluminium on a flat oxide wafer: 473 K, 0.1 Torr, 4 sites per nm² and $s_0=0.001$. The flux from kinetic theory, for a molecule of mass $m$ (72.09 u) at pressure $p$, is

$$F=\frac{p}{\sqrt{2\pi mk_{\rm B}T}}=1.90\times10^5\ \text{nm}^{-2}\,\text{s}^{-1}.$$

Hence, with one more digit of the flux, $k=0.001\times1.902\times10^5/4=47.6$ s⁻¹. The thermal energy is 0.0408 eV, and the round model value $w=0.10$ eV gives $b=2.453$, $e^{b}=11.63$ and $e^{-b}=0.0860$.

## First contribution: site blocking

Set $b=0$. Since $dy/dt=-dx/dt$, equation (1) becomes $dy/dt=-ky$, with solution $y=e^{-kt}$. This is Langmuir kinetics. The time to reach an empty fraction $y$ is $\ln(1/y)/k$. For 99 % coverage it is $4.605/47.56=0.097$ s.

Blocking makes the approach to saturation exponential, but it does not make an individual empty site less reactive. Each factor of ten in $y$ takes the same time, $\ln 10/k=0.048$ s. This is the standard against which the repulsion is measured, with $k$ held fixed.

## Second contribution: the barrier at full coverage

Restore $b$ and divide equation (1) by $y$. Because $x=1-y$,

$$-\frac{d\ln y}{dt}=k e^{-b(1-y)}=k e^{-b}e^{by}.\tag{2}$$

The left side is the rate at which an average empty site is filled. As $y\to0$ it tends to

$$k_{\rm end}=k e^{-b}=k\exp(-w/k_{\rm B}T).\tag{3}$$

The final exponential rate therefore falls to the fraction $\exp(-w/k_{\rm B}T)$ of the zero-coverage rate constant. In the example it is $47.56\times0.0860=4.09$ s⁻¹.

Equation (2) also says when "final" begins. The factor $e^{by}$ must be close to one, which requires $y\ll1/b=k_{\rm B}T/w$. It is within 10 % of one when $y<\ln(1.1)/b=0.039$. In the example the decay is exponential to that accuracy above about 96 % coverage. A stronger repulsion or a colder surface moves this point closer to saturation.

One might expect the steepness of the barrier near $x=1$ to matter as well. Let the barrier rise be any smooth function, $k_{\rm B}T\beta(x)$ with $\beta(0)=0$. The rate is $f(x)=k(1-x)e^{-\beta(x)}$, and its derivative is

$$f'(x)=-k e^{-\beta(x)}-k(1-x)\beta'(x)e^{-\beta(x)}.$$

At $x=1$ the second term vanishes, because the slope $\beta'$ is multiplied by the number of sites left to fill. The linearized decay rate is $-f'(1)=k e^{-\beta(1)}$. Within this rate law, the height of the barrier at full coverage sets the final rate, and the path by which it got there does not.

## Third contribution: the milder barrier on the way

If every site had the full barrier from the start, 99 % coverage would take $4.605/4.09=1.126$ s, which is 11.6 times the Langmuir time. The actual time is shorter because the early sites fill against a lower barrier. To find the saving, integrate equation (1). With $dx=-dy'$ and the limits exchanged to absorb the sign,

$$kt=\int_y^1\frac{e^{b(1-y')}}{y'}\,dy'=e^b\int_y^1\frac{e^{-by'}}{y'}\,dy'.\tag{4}$$

The substitution $u=by'$ turns this into

$$kt=e^b\left[E_1(by)-E_1(b)\right],\qquad E_1(z)=\int_z^\infty\frac{e^{-u}}{u}\,du.\tag{5}$$

The coverage after the pulse follows by solving equation (5) numerically for $y$ at $kt=4.756$. The result is $y=0.253$, the 74.7 % of the opening.

The late form is clearer if $e^{-by'}$ in equation (4) is written as $1-(1-e^{-by'})$:

$$kt=e^b\left[\ln\frac1y-\int_y^1\frac{1-e^{-by'}}{y'}\,dy'\right].\tag{6}$$

The remaining integrand is finite at $y'=0$, where it equals $b$. For small $by$ the integral from $y$ to 1 is thus the integral from 0 to 1 less $by$. Define

$$\mathrm{Ein}(b)=\int_0^b\frac{1-e^{-u}}{u}\,du .$$

Then, up to terms of order $(by)^2$ in the bracket,

$$k_{\rm end}t=\ln\frac1y-\mathrm{Ein}(b)+by.\tag{7}$$

Dropping $by$ and solving for $y$ gives

$$y\to A\,e^{-k_{\rm end}t},\qquad A=e^{-\mathrm{Ein}(b)}<1.\tag{8}$$

For $b=2.453$, $\mathrm{Ein}(b)=1.501$ and $A=0.223$. The three terms of equation (7) at 99 % coverage, each divided by $k_{\rm end}$, are

- the full barrier throughout: $4.605/4.090=1.126$ s;
- the saving from the lower barrier earlier: $-1.501/4.090=-0.367$ s;
- the remainder of the saving still to come: $0.0245/4.090=+0.006$ s.

Their sum is 0.765 s. This answers the second question. The factor 11.6 belongs to the final rate, while the factor 7.9 belongs to a time that includes the easier beginning. The saving is a fixed time once the exponential regime is reached, so the ratio to the Langmuir time approaches $e^b$ slowly as the coverage target rises.

The path does matter for $A$. A quadratic barrier $wx^2$ has the same value at full coverage but lies below $wx$ in between, so more sites fill early. Numerical integration gives the same final rate, $0.0860k$, and a smaller amplitude, 0.130 in place of 0.223.

Two limits show what $A$ means. For $b\ll1$, the integrand of $\mathrm{Ein}$ is near one, so $\mathrm{Ein}(b)\approx b$ and $A\approx1-b$: Langmuir kinetics returns. For $b\gg1$, use the expansion $E_1(z)\approx-\gamma-\ln z$ at small $z$, with $\gamma=0.577$. Comparison of equations (5) and (7) gives $\mathrm{Ein}(b)=\gamma+\ln b+E_1(b)$. Since $E_1(b)$ is then negligible, $A\approx e^{-\gamma}/b=0.56\,k_{\rm B}T/w$. The exponential tail then describes a share of the sites of order $k_{\rm B}T/w$.

Strong repulsion also has a middle regime. If $by\gg1$ and $bx\gg1$, then $E_1(z)\approx e^{-z}/z$ applies to both terms of equation (5). The first gives $e^{bx}/(by)$ and the second $1/b$, which is smaller by the factor $ye^{-bx}$. Thus $kt\approx e^{bx}/(by)$, or

$$x\approx\frac1b\ln(bykt).$$

The coverage creeps up roughly as the logarithm of time before the exponential tail sets in. With $b=2.45$ the example has no room for this regime.

## Where the time goes

Take a stage in which the empty fraction falls from $y_1$ to $y_2$. Its duration, divided by the Langmuir duration $\ln(y_1/y_2)/k$, is from equation (4)

$$S=\frac{1}{\ln(y_1/y_2)}\int_{y_2}^{y_1}e^{b(1-y)}\,\frac{dy}{y}.\tag{9}$$

This is an average of $e^{bx}$ over the stage, weighted by Langmuir time. Since $e^{bx}$ rises with $x$, each stage is slowed more than the one before, and none by as much as $e^b$.

- From 0 to 50 %, $S=2.10$ and the stage takes 0.031 s.
- From 50 to 90 %, $S=6.55$ and it takes 0.222 s.
- From 90 to 99 %, $S=10.58$ and it takes 0.512 s.
- From 99 to 99.9 %, $S=11.52$ and it takes 0.558 s.

This is the sense in which the last stage suffers disproportionately. Under Langmuir kinetics the step from 90 to 99 % takes half of the time to 99 %. With repulsion it takes 67 %. A barrier raised equally at all coverages would lengthen every stage by one factor and leave the shares unchanged.

## Does the result depend on the mean field?

A short-ranged repulsion acts between neighbours, not through the average coverage. Consider a square lattice on which each of four filled neighbours raises the barrier by $w/4$, with adsorbates that neither move nor leave. A site with $n$ filled neighbours fills at the rate $k e^{-bn/4}$. The final rate is still $k e^{-b}$, by the following argument.

Let $q$ be the probability that a given site is empty with all four neighbours filled. This configuration ends when the site fills, at the rate $k_{\rm end}$, and others may feed it. So $dq/dt\ge-k_{\rm end}q$, and $q$ decays no faster than $e^{-k_{\rm end}t}$. As $y\ge q$, neither does $y$.

Let $P$ be the probability that two given neighbouring sites are both empty. Each has at most three filled neighbours, so each fills at a rate of at least $k e^{-3b/4}$. Hence $P$ decays at least as fast as $\exp(-2k e^{-3b/4}t)$. Since $2e^{-3b/4}>e^{-b}$, the ratio $P/y$ tends to zero.

An empty site fills faster than $k_{\rm end}$ if at least one of its neighbours is empty, which has probability at most $4P$, and its rate never exceeds $k$. Therefore

$$k_{\rm end}\,y\le-\frac{dy}{dt}\le k_{\rm end}\,y+4kP .$$

Dividing by $y$ and letting $P/y\to0$ gives $-d\ln y/dt\to k_{\rm end}$. The last vacancies are isolated, and an isolated vacancy feels the whole of $w$.

The times do change. Integrating the master equation for the probabilities of all fillings of a periodic lattice gives 0.877 s to 99 % for $3\times4$ sites and 0.886 s for $4\times4$. The second is 16 % above the mean-field time; on a lattice of $800\times800$ sites the time is $0.883\pm0.003$ s, 15 % above it. The local law is not slower throughout. Below about half coverage it is slightly faster than the mean field (the time to 30 % is 5 % shorter). The time is lost mainly between 50 and 90 %, where the empty sites have more filled neighbours than the mean field assumes: at 70 % the rate per empty site is 0.73 of the mean-field value, and at 99 % it is back within 3 % of it. The vacancies avoid one another to the end. Without correlations $P$ would equal $y^2$, which ends by decaying at the rate $2k_{\rm end}$. The bound above makes $P$ decay at least at the rate $2k e^{-3b/4}$, which is faster, so $P/y^2$ tends to zero.

## Three effects outside the rate law

**Finite sticking.** If $r$ is not small, the full probability $R/(1+R)$ must be kept. Then $dx/dt=(F/N)R/(1+R)$, and

$$dt=\frac NF\left(1+\frac1R\right)dx.$$

The first term integrates to $xN/F$, the time needed merely to deliver the molecules. The second is the integral of equation (4) multiplied by $N/(Fr)$. Now $s_0=r/(1+r)$, so $r=s_0/(1-s_0)$, and with $k=s_0F/N$ one has $N/(Fr)=(1-s_0)/k$. If $t_1$ is the time given by equation (5),

$$t=\frac{xN}{F}+(1-s_0)\,t_1 .\tag{10}$$

Late in the process $x$ hardly changes, so the final rate is $k_{\rm end}/(1-s_0)$. In the example $N/F=2.1\times10^{-5}$ s, and the time to 99 % changes by $-0.1$ %. For $s_0=0.3$, with $b$ unchanged, the final rate is $0.0860k/0.7=0.123k$. The simple exponential factor thus requires a reaction that is already a rare outcome on the empty surface. If most arrivals react at first, part of the added barrier is spent before the sticking falls much.

**Desorption.** Let each filled site empty at the rate $k_{\rm d}$ at full coverage, and let the layer's repulsion lower the desorption barrier by $w_{\rm d}x$. With $c=w_{\rm d}/k_{\rm B}T$ the desorption rate at other coverages is $k_{\rm d}e^{-cy}$. With $\rho=k_{\rm d}/k_{\rm end}$,

$$\frac{dy}{dt}=-k_{\rm end}G(y),\qquad G=ye^{by}-\rho(1-y)e^{-cy}.$$

The coverage now settles where $G=0$, which to first order is $y=\rho$. Small deviations decay at the rate $k_{\rm end}G'$, where

$$G'=e^{by}(1+by)+\rho e^{-cy}\left[1+c(1-y)\right].$$

At $y=\rho$ the first term is $1+2b\rho$ and the second $\rho(1+c)$, both to first order. The relaxation rate is

$$k_{\rm end}\left[1+\rho(1+2b+c)\right].\tag{11}$$

The slope of the barrier enters here, since some sites stay empty at the end. A rough desorption barrier of 1.6 eV, lowered by 0.10 eV at full coverage, with a prefactor of $10^{13}$ s⁻¹, gives $k_{\rm d}=1.0\times10^{-3}$ s⁻¹ and $\rho=2.5\times10^{-4}$. The rate rises by 0.2 %, and 0.025 % of the sites stay empty. The smallness rests on the desorption barrier: one lower by 0.2 eV would multiply $\rho$ by $e^{2b}=135$, to 0.034, and saturation would then be incomplete by a few per cent.

**Unequal sites.** Suppose that the site barriers have a Gaussian spread of standard deviation 0.02 eV, a rough value, on top of the common rise $wx$. Let $g$ be the rate factor of a site, scaled so that its mean is one and the initial rate is unchanged. Define a stretched time by $d\theta=k e^{-bx}dt$. Each class of sites then decays as $e^{-g\theta}$, so $y=\langle e^{-g\theta}\rangle$, the average being over sites. The rate per average empty site, in stretched time, is

$$-\frac{d\ln y}{d\theta}=\frac{\langle g e^{-g\theta}\rangle}{\langle e^{-g\theta}\rangle}.$$

This is the mean of $g$ over the sites still empty. Its derivative with respect to $\theta$ is minus the variance of $g$ over those sites, so it keeps falling: the quick sites go first. Numerical averaging over the Gaussian gives 1.36 s to 99 %, which is 78 % longer than with equal sites. The logarithmic rate $-d\ln y/dt$ is 1.81 s⁻¹ at 99 % and 1.32 s⁻¹ at 99.9 %, against $k_{\rm end}=4.09$ s⁻¹. No single exponential has formed.

## The weights, and the real process

For the time to 99 %, repulsion adds 0.67 s to the 0.10 s of site blocking. Relative to their sum, a modest spread of sites adds a further 0.60 s and repulsion from actual neighbours, in place of the average coverage, about 0.12 s, each taken alone. Finite sticking ($-0.1$ %) and desorption ($+0.6$ %) are negligible for the time to 99 %; desorption lengthens the time to 99.9 % by 5 %.

The spread matters when a measured tail is used to find $w$. Inverting equation (3) gives $w=k_{\rm B}T\ln(k/k_{\rm end})$. Applied to the rate at 99 % on the unequal surface, it returns $0.0408\ln(47.56/1.81)=0.133$ eV, and at 99.9 % it returns 0.146 eV, although the repulsion is 0.10 eV in both. A slow tail alone does not identify repulsion. A rate that settles to a constant over several factors of ten in $y$ would speak against a continuous tail of ever slower sites, such as the Gaussian one, but not against a few distinct kinds of site. Two equally common kinds with barriers 0.02 eV above and below the mean settle at 2.23 s⁻¹, which would be read as $w=0.125$ eV.

The initial sticking $s_0$ is a rough input. While it is small and desorption is negligible, halving it very nearly doubles all the times and leaves their ratios alone. The value of $w$ is a model choice, not a measured property of this precursor. With $w$ fixed, the factor $\exp(-w/k_{\rm B}T)$ is 0.064 at 423 K and 0.132 at 573 K, so the final rate is a larger share of the initial one on a hotter surface. This helps only while desorption stays negligible: with the desorption barrier of 1.6 eV and the same pressure and $s_0$, the coverage at 573 K would stop at about 92 %. The real precursor loses its methyl groups in several steps, and its bulk can block sites outright, so that growth may saturate with reactive sites left over. In deep trenches the supply of gas can set the time instead. Of the departures estimated here, and with the desorption barrier of 1.6 eV, unequal sites move the result most, by a factor of about 1.8 in the time to 99 %. This ranking rests on the rough spread of 0.02 eV: the factor is 1.18 for 0.01 eV, about the size of the neighbour effect, and 3.2 for 0.03 eV. With a desorption barrier of 1.4 eV, 99 % would not be reached at all.

All numerical values are calculated from the stated model.
